\section*{Effective sample size after reweighting a lattice gas in chemical potential}

\section*{Question}

A lattice Monte Carlo run has produced grand-canonical configurations of 1000 independent adsorption sites, each filled half of the time. Results are now wanted at a chemical potential higher by $0.1\,kT$, and the stored configurations are to be reweighted instead of running again. How many of the samples effectively survive, and how does the loss scale with the number of sites and with the step?

\section*{What is being counted}

Let $N$ be the number of filled sites in a configuration $c$ and $E(c)$ its energy. Temperature is measured in energy units in the algebra, so $\beta=1/T$, and it stays fixed. The sampled distribution is
\begin{equation}
P_\mu(c)=\frac{e^{-\beta E(c)+\beta\mu N(c)}}{Z(\mu)} .
\end{equation}
Raising $\mu$ by $\Delta\mu$, with $\delta=\beta\Delta\mu$, multiplies the numerator by $e^{\delta N}$ and changes the normalization:
\begin{equation}
\frac{P_{\mu+\Delta\mu}(c)}{P_\mu(c)}=w(c)\,\frac{Z(\mu)}{Z(\mu+\Delta\mu)},\qquad w=e^{\delta N}.
\end{equation}
Summing this ratio times $P_\mu$ over all configurations gives $\langle w\rangle=Z(\mu+\Delta\mu)/Z(\mu)$, where $\langle\cdot\rangle$ is the average over the original ensemble. Hence
\begin{equation}
\langle A\rangle_{\rm new}=\frac{\langle wA\rangle}{\langle w\rangle}
\;\approx\;\frac{\sum_i w_iA_i}{\sum_i w_i}
\end{equation}
for $n$ samples $i=1,\dots,n$, taken here to be statistically independent.

Suppose first that $A$ is unrelated to the weights and has variance $\sigma^2$. At fixed weights, the variances of the independent terms add:
\begin{equation}
\operatorname{Var}\frac{\sum_i w_iA_i}{\sum_i w_i}
=\sigma^2\,\frac{\sum_i w_i^2}{(\sum_i w_i)^2}\equiv\frac{\sigma^2}{n_{\rm eff}},
\qquad n_{\rm eff}=\frac{(\sum_i w_i)^2}{\sum_i w_i^2}.
\end{equation}
This is the Kish effective sample size. Dividing both sums by $n$ and letting $n$ grow turns them into averages, so the surviving fraction is
\begin{equation}
\varphi=\lim_{n\to\infty}\frac{n_{\rm eff}}{n}=\frac{\langle w\rangle^2}{\langle w^2\rangle}.
\label{phi}
\end{equation}

\section*{The size of the loss}

For independent sites $N=\sum_j n_j$, with $n_j=0$ or $1$, each with probability $1/2$. The weight is a product over sites, and so are its moments:
\begin{equation}
\langle w\rangle=\left(\frac{1+e^{\delta}}{2}\right)^{M},\qquad
\langle w^2\rangle=\left(\frac{1+e^{2\delta}}{2}\right)^{M}.
\end{equation}
Writing $1+e^{\delta}=2e^{\delta/2}\cosh(\delta/2)$ and $1+e^{2\delta}=2e^{\delta}\cosh\delta$, the exponentials cancel in the ratio:
\begin{equation}
\varphi=\left[\frac{\cosh^2(\delta/2)}{\cosh\delta}\right]^{M}
=\left[1+\tanh^2(\delta/2)\right]^{-M},
\label{main}
\end{equation}
where the last step uses $\cosh\delta=\cosh^2(\delta/2)+\sinh^2(\delta/2)$.

For $\delta=0.1$, $\tanh^2(\delta/2)=0.0024958$. Its logarithmic cost per site is $\ln(1.0024958)=0.0024927$, and a thousand sites give
\begin{equation}
\varphi=e^{-1000\times0.0024927}=e^{-2.493}=0.083 .
\end{equation}
About 8 percent of the samples survive. To have 1000 effective samples one must draw about 12\,100. A direct sum over the binomial distribution of $N$ gives the same 8.268 percent as the closed form.

A single site loses only a quarter of a percent. The loss is large because one weight is attached to the whole configuration, and the factors of all sites multiply. For the filling of one site this can be avoided, since the factors of the other sites cancel:
\begin{equation}
\frac{\langle e^{\delta N}n_1\rangle}{\langle e^{\delta N}\rangle}
=\frac{\langle e^{\delta n_1}n_1\rangle}{\langle e^{\delta n_1}\rangle}.
\end{equation}
This escape rests on independence. With interactions the average no longer factorizes.

\section*{How it scales}

For small steps, $\tanh(\delta/2)=\delta/2-\delta^3/24+\dots$, so $\tanh^2(\delta/2)=\delta^2/4-\delta^4/24+\dots$. With $\ln(1+t)=t-t^2/2+\dots$,
\begin{equation}
\ln\varphi=-M\left(\frac{\delta^2}{4}-\frac{\delta^4}{24}-\frac{\delta^4}{32}+\dots\right)
=-\frac{M\delta^2}{4}+\frac{7M\delta^4}{96}+\dots
\label{series}
\end{equation}
The leading term gives $e^{-2.5}=0.082$. The next one is $0.007$ in the exponent, which accounts for the difference of 0.7 percent, relative to $\varphi$, between this estimate and the full result. The simple exponential is good when $7M\delta^4/96\ll1$.

The loss is thus exponential in the number of sites and Gaussian in the step. In the opposite limit, $\delta\to\infty$, Eq.~(\ref{main}) tends to $2^{-M}$. That is the probability of finding the completely filled lattice in the original ensemble, and this one configuration then carries all the weight.

The same exponent measures the separation of two histograms. At the target, a site is filled with probability $p_1=1/(1+e^{-\delta})$, so the mean of $N$ moves by
\begin{equation}
M\left(p_1-\tfrac12\right)=\frac M2\tanh\frac\delta2=25.0\ \text{sites},
\end{equation}
while the standard deviation of $N$ in the original run is $\sqrt M/2=15.8$ sites. The squared ratio is $M\tanh^2(\delta/2)$, and to leading order
\begin{equation}
\varphi\approx\exp\left[-\left(\frac{\text{shift}}{\text{width}}\right)^2\right].
\end{equation}
Here the ratio is 1.58 and its square 2.50. The shift grows as $M$ and the width as $\sqrt M$, so at fixed $\delta$ a larger lattice has less overlap. In terms of the coverage $N/M$, the shift stays fixed while the width shrinks as $M^{-1/2}$.

To keep a chosen $\varphi$, the step must shrink. Since $\cosh^2(\delta/2)=(1+\cosh\delta)/2$, Eq.~(\ref{main}) also reads $\varphi=[(1+1/\cosh\delta)/2]^M$. Setting $\varphi=1/2$ gives
\begin{equation}
\frac1{\cosh\delta}=2\cdot2^{-1/M}-1,\qquad
\delta\approx2\sqrt{\frac{\ln2}{M}} .
\end{equation}
The approximate form follows from $-M\delta^2/4=-\ln2$. For 1000 sites the step is 0.0527, and for 4000 sites it is 0.0263, half as large. Halving the original step to 0.05 divides the exponent by nearly four and raises the surviving fraction from 8 to 54 percent. A wide range of chemical potential is therefore better covered by several runs whose spacing follows $M^{-1/2}$.

\section*{Other fillings and interacting sites}

If the original filling is $\theta$, the weight of one site is $1$ with probability $1-\theta$ and $e^\delta$ with probability $\theta$. Its mean is $1-\theta+\theta e^\delta$ and its variance $\theta(1-\theta)(e^\delta-1)^2$. The mean square is the squared mean plus the variance, so
\begin{equation}
\varphi=\left[1+\frac{\theta(1-\theta)(e^\delta-1)^2}{(1-\theta+\theta e^\delta)^2}\right]^{-M}.
\end{equation}
At $\theta=0.1$, with $M$ and $\delta$ unchanged, 38 percent survive. At this small step the emptier lattice is easier to reweight, because its $N$ fluctuates less. For large upward steps the order reverses: as $\delta\to\infty$ the fraction tends to $\theta^M$, which is smaller for a smaller starting filling.

The role of the fluctuations can be shown without assuming independence. In general $\langle w^k\rangle=Z(\mu+k\Delta\mu)/Z(\mu)$, and Eq.~(\ref{phi}) becomes
\begin{equation}
-\ln\varphi=\ln Z(\mu+2\Delta\mu)-2\ln Z(\mu+\Delta\mu)+\ln Z(\mu).
\label{second}
\end{equation}
This is a second difference centred on the target. At fixed $\beta$, the first derivative of $\ln Z$ with respect to $\beta\mu$ is the mean of $N$, and the second is $\langle N^2\rangle-\langle N\rangle^2$. For small $\delta$, therefore,
\begin{equation}
-\ln\varphi\approx\delta^2\,\operatorname{Var}N\big|_{\mu+\Delta\mu}.
\label{var}
\end{equation}
For independent sites near half filling the variance is close to $M/4$, which returns the leading term of Eq.~(\ref{series}).

\section*{The coverage itself fares worse}

The Kish number assumed an observable unrelated to the weight. The coverage $x=N/M$ is strongly related to it. The error of its reweighted estimate is
\begin{equation}
\hat x-p_1=\frac{\sum_i w_i(x_i-p_1)}{\sum_i w_i},
\end{equation}
and the terms of the numerator have zero mean because $\langle wx\rangle=p_1\langle w\rangle$. For large $n$ the denominator may be replaced by $n\langle w\rangle$, so
\begin{equation}
\operatorname{Var}\hat x\approx\frac{\langle w^2(x-p_1)^2\rangle}{n\langle w\rangle^2}
=\frac{1}{n\varphi}\left\langle(x-p_1)^2\right\rangle_{2\delta}.
\end{equation}
The last step uses $w^2=e^{2\delta N}$: averaging with $w^2$ is averaging in an ensemble shifted twice as far, where the filling is $p_2=1/(1+e^{-2\delta})$. There the mean square splits into a variance and a squared offset,
\begin{equation}
\left\langle(x-p_1)^2\right\rangle_{2\delta}=\frac{p_2(1-p_2)}{M}+(p_2-p_1)^2 .
\end{equation}
Direct sampling at the target would give $p_1(1-p_1)/(nM)$. The efficiency relative to it is
\begin{equation}
\eta=\varphi\,\frac{p_1(1-p_1)}{p_2(1-p_2)+M(p_2-p_1)^2}.
\end{equation}
With $p_1=0.52498$ and $p_2=0.54983$,
\begin{equation}
\eta=0.0827\times\frac{0.249}{0.248+0.618}=0.024 .
\end{equation}
For the coverage estimated with whole-configuration weights, a reweighted sample in a long run is worth 2.4 percent of a direct one. For independent sites this loss can be avoided by reweighting each site with its own factor $e^{\delta n_j}$ and averaging the results. For small $\delta$, $p_2-p_1\approx\delta/4$, and $\eta\approx\varphi/(1+M\delta^2/4)$: the additional factor is about 3.5 here. In 4000 simulated runs of 200\,000 samples each, the scatter of the reweighted coverage gave 2.34 percent, in agreement with the formula within the statistical noise of such a variance.

Reweighting remains correct on average for large $n$. A set of 20\,000 explicitly drawn site configurations gave a coverage of 0.5251 with a predicted standard error of 0.0007, against the true 0.5250.

\section*{Can a run report its own loss?}

In practice $n_{\rm eff}$ is computed from the same samples, and its weak point is the sum of $w_i^2$. The relative variance of the sample mean of $w^2$ is $(\langle w^4\rangle/\langle w^2\rangle^2-1)/n$. The moment ratio is the inverse of Eq.~(\ref{main}) with $\delta$ replaced by $2\delta$:
\begin{equation}
\frac{\langle w^4\rangle}{\langle w^2\rangle^2}=\left(1+\tanh^2\delta\right)^M\approx2.0\times10^4 .
\end{equation}
With 20\,000 samples the relative standard deviation of the mean of $w^2$ is therefore still about one.

The reason is that $\langle w^2\rangle$ is dominated by configurations near $Mp_2\approx550$ filled sites, some 50 above the original mean, or more than three standard deviations. A short run contains few of them, and typically underestimates $\langle w^2\rangle$. Over 4000 simulated runs at each length, the median reported fraction was 12.0 percent for 1000 samples, 9.3 percent for 20\,000 and 8.65 percent for 200\,000, against the limiting 8.3 percent. A more severe failure is built into the definition. For positive weights $(\sum_i w_i)^2\ge\sum_i w_i^2$, so the reported fraction cannot fall below $1/n$. If $\varphi<1/n$, every run reports too much.

\section*{An adsorption example and what it leaves out}

Take a precursor that adsorbs intact and reversibly at 500 K, with half coverage at 1 Torr. These are round model values. Here $kT=0.0431$ eV, so the step is $\Delta\mu=0.0043$ eV. For an ideal gas at fixed temperature, $\beta\mu$ equals $\ln p$ plus a constant, hence $\delta=\ln(p'/p)$ and
\begin{equation}
p'=1\ \text{Torr}\times e^{0.1}=1.105\ \text{Torr}.
\end{equation}
A pressure rise of about 10 percent, which moves the coverage only from 0.500 to 0.525, already discards more than nine tenths of the effective sample.

Lateral interactions can change this number strongly, in either direction. Give each pair of filled nearest neighbours an energy $\varepsilon$ on a periodic square lattice of $10\times100$ sites, and readjust the starting $\mu$ to keep half filling. Evaluating Eq.~(\ref{second}) by transfer matrix gives $\varphi=19$ percent for repulsion, $\varepsilon=+0.02$ eV, and 1.5 percent for attraction, $\varepsilon=-0.02$ eV. By Eq.~(\ref{var}) these correspond to variances of $N$ near 160 and 420, compared with 250 for independent sites. At this weak coupling and half filling, repulsion suppresses the fluctuations of $N$ and attraction enhances them. This need not hold near an ordering transition of the adlayer, where the variance per site can grow with the size of the lattice even when the neighbours repel.

Successive Monte Carlo samples may also be correlated. Let every site be redrawn from its equilibrium distribution at random times, on average once per sweep. After $t$ sweeps a site has escaped redrawing with probability $e^{-t}$. An untouched site contributes the factor $1+\tanh^2(\delta/2)$ to $\langle w_0w_t\rangle/\langle w\rangle^2$, and a redrawn one contributes 1, so
\begin{equation}
\frac{\langle w_0w_t\rangle}{\langle w\rangle^2}=\left[1+e^{-t}\tanh^2(\delta/2)\right]^M .
\end{equation}
Subtracting 1 gives the covariance $C(t)$ in units of $\langle w\rangle^2$. For a long run sampled once per sweep, the variance of the mean weight is multiplied by $1+2\sum_{t\ge1}C(t)/C(0)=1.38$. This factor belongs to the mean weight; other observables have their own.

Gas non-ideality is negligible here. With a second virial coefficient $B$, the volume per molecule is $1/(\beta p)+B$ to this order. Integrating $d\mu=v\,dp$ adds $\beta B(p'-p)$ to $\delta$. For hard spheres of diameter $d=5$ angstrom, $B=2\pi d^3/3$, and the addition is $5\times10^{-7}$.

Thermal atomic layer deposition can be run at roughly 500 K and total pressures of order 1 Torr; the precursor's partial pressure can be well below that. At fixed half coverage the absolute pressure does not enter $\varphi$, only the ratio $p'/p$ does. The assumption of equilibrium is at odds with this process: its growth steps rely on self-limiting chemisorption that is largely irreversible. For that stage no equilibrium weight $e^{\delta N}$ exists, and the 8 percent does not apply. The result concerns reversible adsorption. On the half-filled square lattice considered above, neighbour energies of $+0.02$ and $-0.02$ eV change it to 19 and 1.5 percent; other lattices and fillings give other values. The values behind these estimates are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
sites M: 1000
step delta = (change of mu)/kT: 0.100
temperature: 500 K
thermal energy kT: 0.04309 eV
change of chemical potential: 0.004309 eV
pressure at half coverage: 1.000 Torr
pressure at target: 1.1052 Torr
coverage at target: 0.52498
twice-shifted coverage p2: 0.54983
shift of mean N: 24.979 sites
standard deviation of N at start: 15.811 sites
shift / standard deviation: 1.5798
tanh(delta/2)^2: 0.0024958
-ln(phi): 2.49273
Kish fraction phi, closed form: 8.268 percent
phi, sum over N: 8.268 percent
phi, Gaussian estimate: 8.208 percent
samples for 1000 effective ones: 12094
coverage efficiency, formula: 2.383 percent
coverage efficiency, simulated: 2.34 percent
explicit configurations drawn: 20000
coverage from explicit sites: 0.52513
predicted standard error of it: 0.00072
<w^4>/<w^2>^2: 19628
median reported phi, 1000 samples: 12.00 percent
median reported phi, 20000 samples: 9.31 percent
median reported phi, 200000 samples: 8.65 percent
phi for half the step: 53.55 percent
step delta for phi = 1/2: 0.05268
same with 4000 sites: 0.02633
phi at starting filling 0.1: 37.74 percent
neighbour energy size: 0.020 eV
phi with neighbour repulsion: 19.42 percent
phi with neighbour attraction: 1.49 percent
variance factor of mean weight, 1 sweep apart: 1.381
gas molecule diameter: 5.0 angstrom
change of delta by gas non-ideality: 5.32e-07
\end{verbatim}
